\section*{How Deep a Terahertz Field Penetrates Heavily Doped Silicon}

\section*{Question}

A plane wave of frequency 1 THz enters silicon with a dc resistivity of 0.01 ohm cm. Over what depth does its field die away, and how does that depth scale with resistivity and frequency? The simplest estimate treats the silicon as an ohmic conductor. It leaves out the displacement current and the inertia of the carriers. How much do these two change the answer?

\section*{Answer}

\subsection*{The wave equation inside the silicon}

Let the wave travel along $z$ at normal incidence, with its electric field along $x$ and its magnetic field along $y$. Every field is the real part of a complex amplitude times $e^{-i\omega t}$, so a time derivative becomes a factor $-i\omega$. The silicon is uniform and nonmagnetic, and the field is weak enough for the current to be proportional to it, $J=\sigma E$, where $\sigma$ may be complex. The bound charges of the lattice enter through the permittivity $\varepsilon=\varepsilon_r\varepsilon_0$ with $\varepsilon_r=11.7$. The free carriers are counted in $\sigma$ and not in $\varepsilon$.

For these directions Faraday's law reads $\partial E/\partial z=-\partial B/\partial t$, and Ampère's law reads $-\partial B/\partial z=\mu_0(J+\varepsilon\,\partial E/\partial t)$. For the amplitudes,
\begin{align}
E' &= i\omega B, \\
B' &= -\mu_0(\sigma-i\omega\varepsilon)E .
\end{align}
Differentiating the first and inserting the second gives
\begin{equation}
E''=-k^2E,\qquad k^2=i\omega\mu_0(\sigma-i\omega\varepsilon).
\label{k2}
\end{equation}
The solutions are $e^{ikz}$ and $e^{-ikz}$. We choose the root with $\mathrm{Im}\,k>0$, so that $e^{ikz}$ decays into the material. If the layer is many depths thick, the wave returning from its far side can be dropped, and
\begin{equation}
|E(z)|=|E(0)|\,e^{-z/\delta},\qquad \delta=\frac{1}{\mathrm{Im}\,k}.
\end{equation}
Here $E(0)$ is the field just inside the surface. Reflection at the surface sets the size of $E(0)$ but does not enter $\delta$.

\subsection*{The ohmic estimate}

Suppose first that the current follows the field as it does at dc, $\sigma=1/\rho$, and that the displacement term $-i\omega\varepsilon$ is negligible beside it. Then $k^2=i\omega\mu_0/\rho$. Define $\delta_0$ by
\begin{equation}
\delta_0=\sqrt{\frac{2\rho}{\mu_0\omega}},\qquad\text{so that}\qquad k^2=\frac{2i}{\delta_0^2}.
\label{d0}
\end{equation}
Since $(1+i)^2=2i$, the root with positive imaginary part is $k=(1+i)/\delta_0$, and the depth is $\delta_0$.

The angular frequency is $\omega=2\pi\times10^{12}\ \mathrm{s^{-1}}=6.283\times10^{12}\ \mathrm{s^{-1}}$, and 0.01 ohm cm is $10^{-4}$ ohm m. Hence
\begin{equation}
\delta_0=\sqrt{\frac{2\times10^{-4}}{(4\pi\times10^{-7})(6.283\times10^{12})}}\ \mathrm{m}=5.03\ \mu\mathrm{m}.
\end{equation}
For other values in the same regime,
\begin{equation}
\delta_0\approx5.0\ \mu\mathrm{m}\,\sqrt{\frac{\rho}{0.01\ \mathrm{ohm\,cm}}\;\frac{1\ \mathrm{THz}}{f}} .
\end{equation}
Four times the resistivity doubles the depth, and four times the frequency halves it.

The square root is that of a diffusion process. With ohmic current alone, the wave equation in time is $\partial^2E/\partial z^2=(\mu_0/\rho)\,\partial E/\partial t$, a diffusion equation with diffusivity $\rho/\mu_0$. In a time $1/\omega$ the field spreads over a distance of order $\sqrt{\rho/(\mu_0\omega)}$, which is $\delta_0$ apart from the factor $\sqrt2$.

\subsection*{How large is the displacement current?}

The displacement current density has amplitude $-i\omega\varepsilon E$, and the ohmic one is $E/\rho$. The ratio of their magnitudes is
\begin{equation}
d=\omega\varepsilon\rho .
\end{equation}
For the present numbers,
\begin{equation}
d=(6.283\times10^{12})(11.7)(8.854\times10^{-12})(10^{-4})=0.065 .
\end{equation}
The displacement current is thus 6.5 per cent of the conduction current and a quarter period out of phase with it. Its effect on the depth is smaller than this ratio, as the square root in $k$ will show.

\subsection*{How large is carrier inertia?}

A carrier needs time to respond to the field. Take one relaxation time $\tau$ for all carriers and write Newton's equation with friction for the mean velocity $v$:
\begin{equation}
m_c\frac{dv}{dt}=eE-\frac{m_cv}{\tau}.
\end{equation}
The charge is written as $+e$. For electrons both the force and the current per unit velocity change sign, so the conductivity is the same. Setting $d/dt\to-i\omega$ and collecting the terms in $v$,
\begin{equation}
\frac{m_c}{\tau}(1-i\omega\tau)\,v=eE .
\end{equation}
With $n$ carriers per unit volume, $J=nev$, and so
\begin{equation}
\sigma(\omega)=\frac{\sigma_0}{1-i\omega\tau},\qquad
\sigma_0=\frac{ne^2\tau}{m_c}=ne\mu=\frac1\rho ,
\label{drude}
\end{equation}
where $\mu=e\tau/m_c$ is the dc mobility. The inertia parameter is $a=\omega\tau$.

The mass $m_c$ needs some care in n-type silicon. The electrons occupy six equivalent valleys, two along each cubic axis. In each valley the mass is $m_l=0.916\,m_0$ along its axis and $m_t=0.19\,m_0$ across it, with $m_0$ the free-electron mass. For a field along a cubic axis, one third of the electrons respond with $m_l$ and two thirds with $m_t$. The current is a sum of responses proportional to inverse masses, so inverse masses are averaged:
\begin{equation}
\frac1{m_c}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right),\qquad m_c=0.2582\,m_0 .
\end{equation}
The averaged inverse-mass tensor has this same entry for all three axes. It is therefore a multiple of the unit tensor, and the total response does not depend on the field direction, although that of a single valley does.

At this doping a rough typical electron mobility is 140 cm$^2$/Vs. Then
\begin{align}
\tau&=\frac{\mu m_c}{e}
=\frac{(0.0140)(0.2582)(9.109\times10^{-31})}{1.602\times10^{-19}}\ \mathrm{s}
=20.55\ \mathrm{fs},\\
a&=(6.283\times10^{12})(20.55\times10^{-15})=0.129 .
\end{align}
The corresponding electron density is $n=1/(e\mu\rho)\approx4.5\times10^{18}$ cm$^{-3}$. It is not needed for $\delta_0$, because the resistivity already contains the product of density and mobility.

\subsection*{Both corrections together}

Insert Eq.~(\ref{drude}) into Eq.~(\ref{k2}) and take out the ohmic factor $i\omega\mu_0/\rho=2i/\delta_0^2$:
\begin{equation}
k^2=\frac{2i}{\delta_0^2}\left[\frac1{1-ia}-id\right].
\end{equation}
Since $1/(1-ia)=(1+ia)/(1+a^2)$, the bracket is $P+iQ$ with
\begin{equation}
P=\frac1{1+a^2},\qquad Q=\frac a{1+a^2}-d .
\end{equation}
Inertia and displacement current enter $Q$ with opposite signs. The displacement current leads the field by a quarter period, while inertia makes the carrier current lag, so their out-of-phase parts oppose each other.

To find the depth, write $k=k_1+ik_2$. The real part of $k^2$ and its modulus give
\begin{align}
k_1^2-k_2^2&=-\frac{2Q}{\delta_0^2},\\
k_1^2+k_2^2&=\frac{2}{\delta_0^2}\sqrt{P^2+Q^2}.
\end{align}
Subtracting the first line from the second leaves $2k_2^2$ on the left. With $\delta=1/k_2$,
\begin{equation}
\delta=\frac{\delta_0}{\sqrt{\sqrt{P^2+Q^2}+Q}} .
\label{full}
\end{equation}
For $a=d=0$ we have $P=1$ and $Q=0$, and $\delta_0$ returns.

When $a$ and $d$ are small, $P$ differs from 1 in second order and $Q\approx a-d$. The inner root is then 1 up to second-order terms, so
\begin{equation}
\delta\approx\frac{\delta_0}{\sqrt{1+a-d}}\approx\delta_0\left(1+\frac d2-\frac a2\right).
\label{first}
\end{equation}
To first order, displacement current lengthens the depth and inertia shortens it. The factors of one half come from the square root that leads from $k^2$ to $k$.

The signs have a simple reading. A real positive $k^2$ belongs to a wave that travels without loss, and a real negative $k^2$ to a field that decays without advancing in phase. The ohmic $k^2$ is purely imaginary and lies halfway between. Displacement current turns it towards the travelling wave, and inertia turns it towards the pure decay.

\subsection*{The numbers, and the second-order remainder}

Equation~(\ref{first}) gives
\begin{equation}
\delta\approx5.033\,(1+0.0325-0.0646)\ \mu\mathrm{m}=4.87\ \mu\mathrm{m}.
\end{equation}
For Eq.~(\ref{full}), $P=1/(1+0.0167)=0.984$ and $Q=0.1270-0.0651=0.062$. The inner root is 0.986, and
\begin{equation}
\delta=\frac{5.033\ \mu\mathrm{m}}{\sqrt{0.9855+0.0619}}=4.92\ \mu\mathrm{m}.
\end{equation}
This is 2.3 per cent below $\delta_0$. Taken alone, displacement current changes $\delta_0$ by $+3.3$ per cent and inertia by $-5.5$ per cent. The small net change is partly due to cancellation, but each correction is also small by itself. The power varies as $|E|^2$, so its depth is half the field depth, about 2.5 $\mu$m.

The gap between 4.87 and 4.92 $\mu$m can be traced. Put $s=a-d$ and keep second-order terms. Then $P\approx1-a^2$ and $Q\approx s$, so
\begin{equation}
\sqrt{P^2+Q^2}+Q\approx1+s-a^2+\frac{s^2}2 .
\end{equation}
Using $(1+y)^{-1/2}\approx1-y/2+3y^2/8$,
\begin{equation}
\frac{\delta}{\delta_0}\approx1-\frac s2+\frac{a^2}2+\frac{s^2}8 .
\label{second}
\end{equation}
The last two terms are 0.0083 and 0.0005. Together they are 0.9 per cent of $\delta_0$, which accounts for the gap. The larger one arises because inertia also reduces the in-phase part of the conductivity, by the factor $1/(1+a^2)$, and a poorer conductor lets the field in further.

An independent calculation supports these results. The equation of motion was integrated in time for the parameters above, and the conductivity was extracted from the computed velocity. With that conductivity the wave equation was solved on a grid, and the depth was read from the decay of $|E|$. It came out as 4.918 $\mu$m, in agreement with Eq.~(\ref{full}) to within one part in $10^5$. With $d$ and $a$ reduced one at a time to a hundredth of their values, and the other set to zero, the relative change in depth was $+0.5001$ times $d$ and $-0.4992$ times $a$. The values expected from Eq.~(\ref{first}) are $+\frac12$ and $-\frac12$.

\subsection*{Where the scaling law ends}

\paragraph{Higher frequency.} At fixed material parameters both $d$ and $a$ grow in proportion to frequency. The inertia parameter reaches $a=1$ at 7.7 THz, while $d=1$ only at 15.4 THz. This order does not rank their effects on the depth. At 7.7 THz, Eq.~(\ref{full}) with $d=0$ gives a depth 9 per cent below $\delta_0$, and with $a=0$ it gives one 27 per cent above. Below 1 THz both corrections shrink and the law $\delta\propto f^{-1/2}$ improves.

At 7.7 THz, $P=1/2$. There $d=7.7/15.4=0.50$, so $Q\approx0$, and Eq.~(\ref{full}) gives $\delta\approx\sqrt2\,\delta_0$, with $\delta_0$ taken at that frequency. The ohmic formula is then too small, whereas at 1 THz it is slightly too large. A first-order correction fitted to the low-frequency side would not reveal this change of sign.

The ratio of the two parameters does not depend on frequency:
\begin{equation}
\frac ad=\frac{\tau}{\varepsilon\rho}=\frac{ne^2\tau^2}{\varepsilon m_c}=(\omega_p\tau)^2,\qquad \omega_p^2=\frac{ne^2}{\varepsilon m_c},
\end{equation}
where $\omega_p$ is the plasma frequency screened by the lattice. If $\omega_p\tau$ were large, there would be a wide range $1/\tau\ll\omega\ll\omega_p$ in which $a\gg1$ but $d\ll1/a$. There $Q\approx1/a$ exceeds $P\approx1/a^2$, and Eq.~(\ref{full}) gives
\begin{equation}
\delta\approx\delta_0\sqrt{\frac a2}=\sqrt{\frac{\rho\tau}{\mu_0}}=\sqrt{\frac{m_c}{\mu_0ne^2}},
\end{equation}
a depth independent of frequency and of scattering. In our silicon $(\omega_p\tau)^2=0.129/0.065\approx2$, so such a range does not exist. Scattering is too strong for it.

\paragraph{Higher resistivity.} Now keep the frequency at 1 THz and raise $\rho$. Since $d\propto\rho$, the displacement current equals the ohmic current at $\rho=0.01/0.065\approx0.15$ ohm cm. To see the trend beyond that, set $a=0$. Then $P=1$, $Q=-d$, and for $d\gg1$
\begin{equation}
\sqrt{1+d^2}-d\approx\frac1{2d},\qquad
\delta\approx\delta_0\sqrt{2d}=2\rho\sqrt{\frac{\varepsilon}{\mu_0}} .
\end{equation}
The depth now grows in proportion to $\rho$ and no longer depends on frequency. This is a travelling wave with weak absorption. In real silicon of lower doping the mobility is higher, so $a$ is larger too and a numerical estimate must keep it. For $d\gg1$, Eq.~(\ref{full}) shows that inertia multiplies the depth above by about $1+a^2$. At 1 ohm cm a rough electron mobility of 1250 cm$^2$/Vs gives $a\approx1.15$ at 1 THz, so the depth is more than doubled and does rise with frequency. The frequency-independent limit needs $a\ll1$ as well as $d\gg1$. The conclusion for use is that at this frequency the square-root formula fails well before 1 ohm cm. With rough electron mobilities of 440, 770 and 1250 cm$^2$/Vs, Eq.~(\ref{full}) gives a depth about 3 per cent above $\delta_0$ at 0.04 ohm cm, about 40 per cent above at 0.1 ohm cm, and about eight times $\delta_0$ at 1 ohm cm.

\subsection*{The estimate beside real silicon}

The chosen resistivity is that of a heavily doped substrate. The mobility is a rough value, but it enters through the small correction $a$ and not through $\delta_0$. For p-type silicon of the same resistivity, a rough hole mobility of 75 cm$^2$/Vs and a rough mass of $0.37\,m_0$ give $a=0.099$ and a depth of 4.97 $\mu$m. The estimate also assumes that the resistivity is known and that the layer is thick enough. A resistivity 10 per cent higher, at fixed $\tau$, gives 5.17 $\mu$m, which is 5 per cent above 4.92 $\mu$m. At 350 K instead of 300 K, with fixed carrier density and an assumed mobility proportional to $1/T$, the depth is 5.38 $\mu$m, or 9 per cent above. This probably overstates the temperature shift, because impurity scattering makes the mobility of heavily doped silicon vary less with temperature than $1/T$. The shift from a 10 per cent change in resistivity already exceeds the net effect of displacement current and inertia. A doped layer about a micrometre thick is thinner than $\delta$, and the wave returning from its far side must then be kept.

The single relaxation time is also an idealization. If $\tau$ depends on carrier energy, the conductivity is an average,
\begin{equation}
\frac{\sigma(\omega)}{\sigma_0}=\frac1{\langle\tau\rangle}\left\langle\frac{\tau}{1-i\omega\tau}\right\rangle
\approx1+i\omega\frac{\langle\tau^2\rangle}{\langle\tau\rangle}-\omega^2\frac{\langle\tau^3\rangle}{\langle\tau\rangle},
\end{equation}
where the weight at energy $E_c$ above the band edge is $E_c^{3/2}(-\partial f/\partial E_c)$, with $f$ the Fermi--Dirac occupation. The dc mobility fixes $\langle\tau\rangle$, so the first-order inertia parameter becomes $a\langle\tau^2\rangle/\langle\tau\rangle^2$, which is larger than $a$.

For $\tau\propto E_c^{3/2}$, the form for unscreened ionized impurities, the enhancement is 1.89. First order would then give a depth $0.129\times1.89/2-0.065/2\approx9$ per cent below $\delta_0$. The full average gives 4.83 $\mu$m, 3.9 per cent below. The expansion is poor here because the energetic carriers have long relaxation times. The $\omega^2$ term weights them still more strongly, and by reducing the in-phase conductivity it lengthens the depth. For $\tau\propto E_c^{-1/2}$, the form for acoustic phonons, the enhancement is 1.17 and the depth is 4.90 $\mu$m. Relative to the single-time result of 4.92 $\mu$m, these two cases differ by less than 2 per cent.

The remaining effects are small for these numbers:

\begin{itemize}
\item \textit{Degeneracy.} The Fermi level lies 1.8 $k_BT$ below the band edge, and the mean electron energy is 3 per cent above the classical $\frac32k_BT$. With $\rho$ given, this leaves $\delta_0$ unchanged. These figures assume a sharp parabolic band, which is only rough here. The density lies just above the metal--insulator transition of phosphorus-doped silicon near $3.7\times10^{18}$ cm$^{-3}$, the broadening $\hbar/\tau=32$ meV exceeds $k_BT=26$ meV, and the mean free path is only about 2.4 times the inverse wave number $\hbar/(m_cv)$ at the thermal speed. The inertia correction and the energy averages above are therefore estimates, while $\delta_0$ rests on the measured resistivity alone.
\item \textit{Nonlocal response.} At the thermal speed $\sqrt{3k_BT/m_c}=2.3\times10^7$ cm/s an electron travels 4.7 nm in a time $\tau$. This is a thousandth of the depth, so the current is set by the local field.
\item \textit{Carrier heating.} For a field amplitude of 100 V/cm inside the silicon, the dc drift speed $\mu E$ is $6\times10^{-4}$ of the thermal speed. Balancing the power gained from the field against energy loss with a relaxation time $\tau_E$ gives a relative rise in carrier temperature of about the square of this ratio times $\tau_E/\tau$. For an assumed $\tau_E$ of 1 ps this is about $2\times10^{-5}$, which supports the linear treatment. Much stronger pulses need a separate examination.
\item \textit{Lattice absorption.} A rough upper value of 0.1 cm$^{-1}$ for the power absorption of undoped silicon corresponds to a field decay rate $2.5\times10^{-5}$ times that caused by the carriers here. In the doped material the same lattice loss adds even less than this.
\end{itemize}

For a thick, uniform region near room temperature, the field depth at 1 THz is therefore about 5 $\mu$m. An error of 10 per cent in the resistivity shifts this depth more than the choice among the scattering models above does. The main values for 0.01 ohm cm are listed in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
frequency: 1.0 THz
angular frequency: 6.2832e+12 rad/s
resistivity: 0.010 ohm cm
dc conductivity: 100.0 S/cm
lattice relative permittivity: 11.7
temperature: 300 K
electron mobility (rough): 140 cm2/Vs
longitudinal, transverse mass: 0.916, 0.190 m0
conductivity mass: 0.2582 m0
electron density: 4.458e+18 cm^-3
relaxation time: 20.55 fs
ohmic depth depth0: 5.033 um
displacement ratio d: 0.0651
inertia parameter a: 0.1291
depth, displacement only: 5.199 um
  change from depth0: +3.31 %
depth, inertia only: 4.758 um
  change from depth0: -5.46 %
depth, both, first order: 4.872 um
depth, both, closed form: 4.918 um
  change from depth0: -2.29 %
depth, both, numerical field: 4.918 um
power depth, both: 2.459 um
measured coefficient of d: +0.5001
measured coefficient of a: -0.4992
frequency where d = 1: 15.4 THz
frequency where a = 1: 7.7 THz
p-type mobility, mass (rough): 75 cm2/Vs, 0.37 m0
p-type hole density: 8.322e+18 cm^-3
p-type inertia parameter: 0.0991
p-type depth, both: 4.974 um
band effective density of states: 2.738e+19 cm^-3
Fermi level minus band edge: -1.76 kT
mean energy / (3kT/2): 1.029
impurity-type <tau^2>/<tau>^2: 1.888
impurity-type depth: 4.834 um
  change from depth0: -3.94 %
phonon-type <tau^2>/<tau>^2: 1.167
phonon-type depth: 4.897 um
  change from depth0: -2.71 %
thermal speed: 2.30e+07 cm/s
mean free path: 4.72 nm
mean free path / depth: 9.61e-04
chosen field inside silicon: 100 V/cm
drift speed / thermal speed: 6.09e-04
lattice power absorption (rough upper): 0.1 cm^-1
lattice / carrier field decay rate: 2.5e-05
depth at 10 % higher resistivity: 5.175 um
depth at 350 K, mobility ~ 1/T: 5.378 um
\end{verbatim}
